# Dilute limit and permittivity from two charged-defect supercells

**The problem**

A trap in an oxide that serves as the storage layer of a charge-trap memory is modelled by a supercell: a cube of crystal of side \(L\) holding one defect and repeated periodically in all directions. The defect has charge \(q=+1\) or \(-1\) in units of the elementary charge. A uniform background of total charge \(-q\) per cell keeps the crystal neutral. The formation energies, with no correction for cell size, are

- 2.796 eV for \(L=10\) angstrom,
- 2.898 eV for \(L=20\) angstrom.

Both were computed with the same atomic chemical potentials, the same Fermi level and the same band edge of the perfect crystal, and the ions were treated alike in both cells. The electrostatic potential has zero mean over the cell. The host is taken as a linear, isotropic dielectric of relative permittivity \(\varepsilon\).

The algebra uses atomic units, in which two unit charges at distance \(r\) in vacuum have energy \(1/r\). For numbers, this energy is \(C/r\) with \(C=14.3996\) eV angstrom.

---

**(a) Treat the defect as a point charge. Show that its interaction with its images and the background changes the formation energy by an amount proportional to \(1/L\), and express the coefficient through a pure number \(\alpha\).**

*Answer.* The periodic potential \(\phi\) obeys Poisson's equation in the dielectric,

\[
\nabla^2\phi=-\frac{4\pi q}{\varepsilon}\Big[\sum_{\mathbf n}\delta(\mathbf r-L\mathbf n)-\frac1{L^3}\Big],
\]

where \(\mathbf n\) runs over all integer vectors. The work of charging a linear dielectric is \(\tfrac12\int\rho\phi\,d^3r\) per cell, with \(\rho\) the charge inserted (defect and background). The factor \(\tfrac12\) arises because the potential grows in proportion to the charge as it is built up.

The background contributes \(-\tfrac{q}{2L^3}\int\phi\,d^3r\), which vanishes because \(\phi\) has zero mean. The point charge contributes \(\tfrac12q\phi(0)\). This includes its infinite self-energy, which is also present for an isolated defect and must be removed to find the size effect. What remains is

\[
\Delta E=\tfrac12 q\,\phi'(0),\qquad \phi'(0)=\lim_{r\to0}\Big[\phi(\mathbf r)-\frac{q}{\varepsilon r}\Big].
\]

Now measure lengths in cell sides, \(\mathbf r=L\mathbf x\), and write \(\phi=(q/\varepsilon L)\,u(\mathbf x)\). Both sides of Poisson's equation then carry the factor \(q/(\varepsilon L^3)\), which cancels:

\[
\nabla_x^2u=-4\pi\Big[\sum_{\mathbf n}\delta(\mathbf x-\mathbf n)-1\Big].
\]

This equation contains neither \(L\), \(q\) nor \(\varepsilon\). Hence

\[
\alpha=-\lim_{x\to0}\Big[u(\mathbf x)-\frac1x\Big]
\]

is a pure number, and with \(q^2=1\)

\[
E(L)=E_\infty-\frac{\alpha}{2\varepsilon L}.
\]

Here \(E_\infty\) is the dilute limit, the energy of one defect in an infinite crystal. The sign of \(q\) drops out.

The sign of \(\alpha\) can be anticipated by replacing the cubic cell with a neutral sphere of radius \(R\), which has no field outside and so does not interact with other spheres. For a unit charge in vacuum, the background density has magnitude \(\nu=3/(4\pi R^3)\). Its attraction to the central charge is \(-\int_0^R4\pi r\nu\,dr=-2\pi\nu R^2=-3/(2R)\). Its own repulsion, found by adding shells, is

\[
\int_0^R\frac{(4\pi r^3\nu/3)(4\pi r^2\nu)}{r}\,dr=\frac{16\pi^2\nu^2R^5}{15}=\frac{3}{5R}.
\]

The sum is \(-9/(10R)\), which is negative. One therefore expects \(\alpha>0\): the finite cell makes the defect look too cheap.

---

**(b) Evaluate \(\alpha\).**

*Answer.* A direct sum of \(1/n\) over the lattice diverges, so each point charge is split into two parts: a Gaussian of unit charge, \((\eta^3/\pi^{3/2})e^{-\eta^2r^2}\), and the point charge minus that Gaussian.

The potential of the Gaussian is \(\operatorname{erf}(\eta r)/r\). To verify this, use \(\nabla^2f=(rf)''/r\) for a radial function:

\[
\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\eta r)=\frac1r\frac{d}{dr}\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi\,\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2}.
\]

The point minus the Gaussian thus has the short-range potential \(\operatorname{erfc}(\eta r)/r\). Summed over the lattice, its mean over a unit cell equals the integral of one term over all space. Integration by parts gives

\[
4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=4\pi\int_0^\infty\frac{r^2}{2}\,\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}dr=\frac{\pi}{\eta^2}.
\]

This constant must be subtracted to give zero mean.

The lattice of Gaussians together with the background is smooth and is expanded in plane waves with \(\mathbf G=2\pi\mathbf m\), where \(\mathbf m\) is an integer vector. Its density components are \(e^{-G^2/4\eta^2}\), and Poisson's equation multiplies each by \(4\pi/G^2\). The background cancels the \(\mathbf G=0\) density, and the zero mean removes the \(\mathbf G=0\) potential. Altogether

\[
u(\mathbf x)=\sum_{\mathbf n}\frac{\operatorname{erfc}(\eta|\mathbf x-\mathbf n|)}{|\mathbf x-\mathbf n|}-\frac{\pi}{\eta^2}+\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}e^{i\mathbf G\cdot\mathbf x}.
\]

At the origin the term \(\mathbf n=0\), less \(1/x\), becomes \(-\operatorname{erf}(\eta x)/x\to-2\eta/\sqrt\pi\). With \(4\pi/G^2=1/(\pi m^2)\) and the overall change of sign in the definition of \(\alpha\),

\[
\alpha=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}-\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}{n}-\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\eta^2}}{\pi m^2}.
\]

The splitting is a device, so the result cannot depend on \(\eta\). The choice \(\eta=\sqrt\pi\) makes both sums converge fast:

\[
\alpha=2+1-0.0765-0.0862=2.8373.
\]

A second route sums the potentials of neutral unit cubes, each a point charge with its own background, over a block of \(81^3\) cubes. This potential has a nonzero mean, which must be removed. At small \(G\) the transform of a neutral cubic charge density is \(-\tfrac{G^2}{6}\int\rho r^2d^3r\), so the mean potential is \(-\tfrac{2\pi}{3}\int\rho r^2d^3r\). For a background of density \(-1\), \(\int\rho r^2d^3r=-3\times\tfrac1{12}=-\tfrac14\), and the mean is \(+\pi/6\). With it removed, the sum gives 2.837301, against 2.837297 from the formula above.

---

**(c) Assuming this \(1/L\) law and no other size effect, find \(E_\infty\) and \(\varepsilon\).**

*Answer.* Write \(E(L)=E_\infty-A/L\), with \(A=\alpha C/(2\varepsilon)\) in eV angstrom. For sides \(L\) and \(2L\),

\[
E(2L)-E(L)=\frac AL-\frac A{2L}=\frac A{2L},
\]

so that

\[
A=2L\,[E(2L)-E(L)]=20\times0.102=2.040\ \text{eV angstrom}.
\]

Substitution into \(E_\infty=E(L)+A/L\) gives

\[
E_\infty=2E(2L)-E(L)=5.796-2.796=3.000\ \text{eV},
\]

or 0.1102 hartree. The permittivity follows from the slope:

\[
\varepsilon=\frac{\alpha C}{2A}=\frac{2.8373\times14.3996}{2\times2.040}=10.0.
\]

The corrections are \(A/L=0.204\) eV in the small cell and 0.102 eV in the large one. Doubling the side halves the error, although the cell then holds eight times as many atoms. In the limit \(\varepsilon\to\infty\) the charge would be fully screened and the two energies would coincide. Equal energies would therefore give a dilute limit but no finite permittivity.

---

**(d) Each energy is rounded to 0.001 eV. How far can this move the two results?**

*Answer.* Let the rounding errors be \(\delta_1\) and \(\delta_2\), each at most 0.0005 eV in size. The limit changes by \(2\delta_2-\delta_1\), at most \(3\times0.0005=0.0015\) eV.

The permittivity is inversely proportional to the difference of the energies, which may lie between 0.101 and 0.103 eV. This gives a range from 9.92 to 10.11, about one per cent either way. A small absolute error matters more here because it is compared with 0.102 eV and not with 3 eV.

If both sides were doubled, the bound on the limit would stay at 0.0015 eV. The energy difference would halve, however, and the relative rounding error of \(\varepsilon\) would double.

---

**(e) Suppose that the energies also contain a term \(c\,(L_0/L)^3\), where \(L_0=10\) angstrom. How do the answers change for \(c=+0.05\) and \(-0.05\) eV? Could a cell of side 15 angstrom reveal the term?**

*Answer.* Such a term can come from potential alignment. A defect has a short-range potential whose integral over space is fixed. Its mean over the cell is therefore proportional to \(1/L^3\). Forcing the total mean to zero shifts the potential far from the defect by the opposite amount. If the band edge of the perfect crystal is used without allowing for this shift, the formation energy acquires an error of \(q\) times the shift.

Apply the formulas of part (c) to energies that include the extra term, which is \(c\) in the small cell and \(c/8\) in the large one. The apparent values, marked by a tilde, are

\[
\tilde E_\infty=2\Big(E_\infty-\frac{A}{2L_0}+\frac c8\Big)-\Big(E_\infty-\frac A{L_0}+c\Big)=E_\infty-\frac{3c}4,
\]

\[
\tilde A=2L_0\Big(\frac A{2L_0}+\frac c8-c\Big)=A-\frac{7cL_0}4.
\]

The true values are thus \(E_\infty=3.000+0.75c\) and \(A=2.040+17.5c\), with \(c\) in eV.

- For \(c=+0.05\) eV: \(E_\infty=3.038\) eV and \(\varepsilon=7.0\).
- For \(c=-0.05\) eV: \(E_\infty=2.963\) eV and \(\varepsilon=17.5\).

The limit moves by less than 0.04 eV, while the permittivity changes by a factor of 2.5 between the two cases. All three descriptions pass through both data. Two points cannot test a law with two free parameters, so the agreement in part (c) is no evidence for the pure \(1/L\) form.

At 15 angstrom the pure law predicts \(3.000-2.040/15=2.864\) eV. With the extra term the predictions are 2.858 eV for positive \(c\) and 2.870 eV for negative \(c\). The pure prediction equals \([E(L_0)+2E(2L_0)]/3\), so rounding moves it by at most 0.0005 eV, and the new datum adds at most as much again. A deviation of 0.006 eV would stand clear of this 0.001 eV. The third cell would then determine \(c\), though rounding of the three energies leaves it uncertain by about 0.008 eV, and there would be no spare datum to test the cubic form itself.

Larger cells also help. Doubling both sides divides the extra term in the smaller cell by 8, and with it the error of the limit. The error of \(A\) contains another factor of the side and falls by 4.

---

**(f) Let the defect charge be spherical and spread, with mean square radius \(\langle r^2\rangle\), and let it not overlap its images. Find the resulting cubic term. What do the data give for a root-mean-square radius of 2 angstrom?**

*Answer.* Two effects of equal size arise.

First, the charge samples the potential of the images and background away from the centre. Near the defect this potential obeys \(\nabla^2\phi'=4\pi q/(\varepsilon L^3)\), since the background is the only other charge there. Its average over a sphere of radius \(r\) is therefore \(\phi'(0)+2\pi qr^2/(3\varepsilon L^3)\), because \(\nabla^2r^2=6\). Averaging over the defect charge replaces \(r^2\) by \(\langle r^2\rangle\).

Second, spreading the charge shifts the mean potential, downwards for \(q=+1\) and upwards for \(q=-1\). By the relation used in part (b), the change of the mean is \(-2\pi q\langle r^2\rangle/(3\varepsilon L^3)\). Restoring zero mean adds the opposite constant.

The two additions are equal, and the factor \(\tfrac12q\) in the energy turns their sum into

\[
+\frac{2\pi\langle r^2\rangle}{3\varepsilon L^3}\qquad(q^2=1).
\]

The self-energy of the spread charge is the same as for an isolated defect and belongs to \(E_\infty\). This is not a second source beside the one in part (e): the term equals \(q\) times the constant \(2\pi q\langle r^2\rangle/(3\varepsilon L^3)\) by which spreading shifts the potential far from the defect. It is the alignment term for this particular short-range potential and must not be counted twice.

In the small cell, the ratio of this term to \(A/L_0=\alpha/(2\varepsilon L_0)\) is free of \(\varepsilon\):

\[
f=\frac{4\pi\langle r^2\rangle}{3\alpha L_0^2}=\frac{4\pi\times4}{3\times2.8373\times100}=0.059.
\]

Thus \(c=fA/L_0\). Putting this into part (e) gives \(\tilde A=A(1-7f/4)\). The true slope is larger than the apparent one by the factor \(1/(1-7f/4)\), and the permittivity is smaller by the same factor: \(\varepsilon=8.98\). The cubic term is \(c=0.0134\) eV, and the limit becomes \(3.000+0.75\times0.0134=3.010\) eV.

A Gaussian of this radius, treated by an explicit Fourier sum with these values of \(E_\infty\) and \(\varepsilon\) before rounding, returns the original 2.796 and 2.898 eV to within \(10^{-6}\) eV. In this model a modest spread of charge costs 0.01 eV in the limit but ten per cent in the permittivity. The size and the sign of the term rest on the bulk permittivity screening the charge right down to the centre. Weaker screening in the core of a real trap adds a negative cubic term, in the neutral-sphere picture \(-\tfrac{4\pi}{3L^3}\int\big[1/\varepsilon(r)-1/\varepsilon\big]Q(r)\,r\,dr\), with \(Q(r)\) the fraction of the defect charge inside \(r\). For a bulk value of 10 and a permittivity that falls smoothly to 1 inside about 2 angstrom, this cancels the positive term and leaves \(c\) slightly negative.

---

**(g) Which permittivity has been inferred, and what do the results say about a real trap layer?**

*Answer.* The inferred \(\varepsilon\) describes whatever was free to respond in the calculation. With clamped ions it is the electronic permittivity; with fully relaxed ions it is the static one. The distinction matters: a round clamped-ion value of 3 would give a small-cell correction of 0.681 eV instead of 0.204 eV. A correction must use the permittivity that matches the treatment of the ions.

The electronic permittivity of a wide-gap oxide is only about 2 to 5, while the static one is larger and can reach 10 or more. Under the pure \(1/L\) law the inferred value therefore suits relaxed ions. The two energies alone do not prove this: by part (e), a cubic term of \(c=+0.12\) eV would lower the permittivity to about 5. The energy of 3.0 eV needs more care. In dilute equilibrium the defect fraction per site is about \(e^{-E_\infty/k_BT}\), apart from entropy. For an anneal at 1000 K, \(k_BT=0.0862\) eV and the fraction is of order \(10^{-15}\). With roughly \(10^{22}\) sites per cm³ this means some \(10^7\) traps per cm³, whereas storage layers hold very roughly \(10^{18}\) to \(10^{19}\) per cm³. Equilibrium at this Fermi level and these chemical potentials cannot account for such a layer. Deposition need not reach equilibrium, and a real film may be disordered.

Where equilibrium does apply and the Fermi level is held fixed, using the uncorrected small-cell energy would overestimate the concentration by a factor \(e^{0.204/0.0862}=10.7\) at 1000 K. If the Fermi level is instead found from charge neutrality, it shifts with the energies and the factor depends on what compensates the defect. For \(q=+1\) it is \(\sqrt{10.7}=3.3\) with free electrons, 10.7 again with a defect of charge \(-1\) that carries the same error, and \(10.7^2\approx114\) with a defect of charge \(-2\), whose error is four times as large. The neglected formation entropy can be of comparable weight: each \(k_B\) of it lowers the free energy by 0.0862 eV, so between two and three \(k_B\) would offset the whole small-cell correction. The value 3.000 eV is thus a dilute-limit energy within the \(1/L\) model, and its last digits do not carry over to a trap in a device.

## Values computed for the example and the checks

```
Input: energy in 10 angstrom cell = 2.796 eV
Input: energy in 20 angstrom cell = 2.898 eV
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
Ewald, eta = sqrt(pi): own-Gaussian term = 2.0000
Ewald: mean-potential term = 1.0000
Ewald: real-space sum (subtracted) = 0.076533
Ewald: Fourier sum (subtracted) = 0.086169
alpha from Ewald formula = 2.837297
alpha from direct sum of neutral cubes = 2.837301
Energy difference between cells = 0.102 eV
Slope A = 2.040 eV angstrom
Dilute limit E_inf = 3.000 eV
Dilute limit, converted = 0.11025 hartree
Relative permittivity eps = 10.01
Correction in small cell = 0.204 eV
Correction in large cell = 0.102 eV
Rounding range of E_inf = 2.9985 to 3.0015 eV
Rounding range of eps = 9.92 to 10.11
Pure law, energy at 15 angstrom = 2.864 eV
Cubic term in small cell = +0.050 eV:
  E_inf = 3.0375 eV
  eps = 7.01
  energy at 15 angstrom = 2.858 eV
Cubic term in small cell = -0.050 eV:
  E_inf = 2.9625 eV
  eps = 17.53
  energy at 15 angstrom = 2.870 eV
Spread charge, rms radius = 2.0 angstrom:
  cubic term in small cell = 0.0134 eV
  E_inf = 3.0101 eV
  eps = 8.98
Clamped ions, chosen eps = 3.0: small-cell correction = 0.681 eV
Anneal temperature = 1000 K
Free-energy change per k_B of entropy = 0.0862 eV
Concentration factor from uncorrected small cell = 10.7
```
